# Drude Weight of a One-Dimensional Cosine Band at Zero Temperature: a numerical check

```python
# Drude weight of a spin-degenerate cosine band at zero temperature.
# Band: E(k) = -2 t cos(k a), filled for |k| < kF; electron charge -e.
# Convention: Re sigma(omega) = D delta(omega), sigma = current / field.
# Result under test (Gaussian units): D = 4 e^2 t a sin(kF a) / hbar^2.
# Dimensionless weight: d = D hbar^2 / (e^2 t a), expected 4 sin(kF a).
# Chains of cross-section A each: plasma frequency^2 = 4 D / A.
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh

# ---------- example parameters (rough, organic chain conductors) ----------
t_eV, a_nm, area_nm2 = 0.15, 0.38, 0.60
filling = 0.60                 # electrons per site, both spins
eps_b = 2.5                    # background dielectric constant
temperature = 300.0            # K
t_perp_eV = 0.010              # interchain hopping
damping_eV = 0.10              # hbar / tau
field_MV_cm = 1.0
theta = np.pi * filling / 2    # kF a


def weight_formula(angle):
    return 4 * np.sin(angle)


# ---------- 1. ring threaded by a flux, diagonalized in the site basis ----
def ring_levels(sites, twist):
    h = np.zeros((sites, sites), complex)
    for j in range(sites):
        i = (j + 1) % sites
        h[i, j] = -np.exp(1j * twist / sites)
        h[j, i] = np.conj(h[i, j])
    return np.linalg.eigvalsh(h)


ring_sites, ring_twist = 400, 0.5
levels_0 = ring_levels(ring_sites, 0.0)
levels_f = ring_levels(ring_sites, ring_twist)
ring_rows = []
for pairs in (1, 81, 121, 201, 321, 399, 400):
    gain = 2 * (levels_f[:pairs].sum() - levels_0[:pairs].sum())
    d_ring = np.pi * ring_sites * 2 * gain / ring_twist**2
    d_form = weight_formula(np.pi * pairs / ring_sites)
    assert abs(d_ring - d_form) < 2e-4   # finite ring: relative 1e-5
    ring_rows.append((2 * pairs / ring_sites, d_ring, d_form))


# ---------- 2. dipole absorption of an open chain -------------------------
def open_chain_absorption(sites, cutoff):
    h = -np.eye(sites, k=1) - np.eye(sites, k=-1)
    e, v = np.linalg.eigh(h)
    occ = int(round(filling * sites / 2))
    x = np.arange(sites) - (sites - 1) / 2
    dip = v[:, occ:].T @ (x[:, None] * v[:, :occ])
    gap = e[occ:, None] - e[None, :occ]
    strength = (np.pi / sites) * 2 * 2 * gap * dip**2
    total = strength.sum()
    return total, strength[gap > cutoff].sum() / total, gap.min()


d_open4, tail4, first4 = open_chain_absorption(400, 0.1)
d_open8, tail8, first8 = open_chain_absorption(800, 0.1)
assert abs(d_open8 / weight_formula(theta) - 1) < 0.01  # end effects ~ 1/N
assert tail4 < 0.1 and 0.3 < tail8 / tail4 < 0.7
assert abs(first8 / first4 - 0.5) < 0.02


# ---------- 3. real-time current in a strong scalar potential -------------
# Units hbar = t = a = 1; force on the particles is force0 cos(omega time).
chain, occ = 200, 60
h0 = -np.eye(chain, k=1) - np.eye(chain, k=-1)
e0, v0 = np.linalg.eigh(h0)
psi = v0[:, :occ].astype(complex)
pos = np.arange(chain) - (chain - 1) / 2
omega, force0 = 2.0, 3.0
dt = 2 * np.pi / omega / 400
kinetic = (v0 * np.exp(-1j * e0 * dt)) @ v0.T
kf_chain = np.pi * (occ + 0.5) / (chain + 1)
current_error, current_peak = 0.0, 0.0
for step in range(600):
    force = force0 * np.cos(omega * (step + 0.5) * dt)
    half = np.exp(0.5j * force * pos * dt)[:, None]
    psi = half * (kinetic @ (half * psi))
    bond = 4 * np.imag(np.sum(psi[:-1].conj() * psi[1:], axis=1))
    measured = bond[60:140].mean()
    shift = force0 / omega * np.sin(omega * (step + 1) * dt)
    predicted = 4 / np.pi * np.sin(kf_chain) * np.sin(shift)
    current_error = max(current_error, abs(measured - predicted))
    current_peak = max(current_peak, abs(measured))
assert current_error < 0.01 * current_peak  # end effects of 200 sites

# ---------- 4. example numbers, Gaussian formula against SI quadrature ----
hbar_cgs = sc.hbar * 1e7
e2_cgs = sc.e**2 / (4 * np.pi * sc.epsilon_0) * 1e9      # erg cm
t_cgs, a_cm, area_cm2 = t_eV * sc.e * 1e7, a_nm * 1e-7, area_nm2 * 1e-14
drude = weight_formula(theta) * e2_cgs * t_cgs * a_cm / hbar_cgs**2
omega_p = np.sqrt(4 * drude / area_cm2)
hbar_eVs = sc.hbar / sc.e
plasma_eV = hbar_eVs * omega_p

t_J, a_m = t_eV * sc.e, a_nm * 1e-9
k_F = theta / a_m
nodes, weights = np.polynomial.legendre.leggauss(40)
k_grid, dk = k_F * nodes, 1e-3 / a_m


def band_J(k):
    return -2 * t_J * np.cos(k * a_m)


curv = (band_J(k_grid + dk) - 2 * band_J(k_grid) + band_J(k_grid - dk)) / dk**2
inv_mass_density = k_F * np.sum(weights * curv) / np.pi / sc.hbar**2
omega_p_SI = np.sqrt(sc.e**2 * inv_mass_density
                     / (sc.epsilon_0 * area_nm2 * 1e-18))
assert abs(omega_p_SI / omega_p - 1) < 1e-5

v_F = (band_J(k_F + dk) - band_J(k_F - dk)) / (2 * dk * sc.hbar)
assert abs(2 * e2_cgs * v_F * 100 / hbar_cgs / drude - 1) < 1e-5
mass_ratio = sc.hbar**2 / (2 * t_J * a_m**2) / sc.m_e
share_cos = np.sin(theta) / theta / mass_ratio
edge_eV = plasma_eV / np.sqrt(eps_b)
edge_nm = sc.h * sc.c / (edge_eV * sc.e) * 1e9

# ---------- 5. sinusoidal crystal: Drude part plus interband part ---------
# Energies in recoil = (hbar pi / a)^2 / (2 m); q = k a / pi.
recoil_eV = (sc.hbar * np.pi / a_m)**2 / (2 * sc.m_e) / sc.e
waves = 2 * np.arange(-10, 11)


def crystal(q, depth):
    h = np.diag((q + waves)**2.0)
    h += depth / 4 * (np.eye(21, k=1) + np.eye(21, k=-1))
    return np.linalg.eigh(h)


def width(depth):
    return crystal(1.0, depth)[0][0] - crystal(0.0, depth)[0][0]


depth = brentq(lambda s: width(s) - 4 * t_eV / recoil_eV, 0.1, 30)


def weight_shares(q_F):
    h = 1e-4
    slope = (crystal(q_F + h, depth)[0][0]
             - crystal(q_F - h, depth)[0][0]) / (2 * h)
    inter = 0.0
    for node, w in zip(nodes, weights):
        q = q_F * (node + 1) / 2
        e, v = crystal(q, depth)
        p = v[:, 1:].T @ ((q + waves) * v[:, 0])
        inter += w / 2 * np.sum(4 * p**2 / (e[1:] - e[0]))
    return slope / (2 * q_F), inter


share_part, inter_part = weight_shares(theta / np.pi)
share_full, inter_full = weight_shares(1.0)
assert abs(share_part + inter_part - 1) < 1e-5
assert abs(share_full) < 1e-5 and abs(inter_full - 1) < 1e-5

# ---------- 6. temperature and interchain hopping at fixed filling --------
kT = sc.k * temperature / sc.e
angles = (np.arange(20000) + 0.5) * np.pi / 20000


def fermi(mu):
    return 1 / (np.exp((-2 * t_eV * np.cos(angles) - mu) / kT) + 1)


mu_T = brentq(lambda m: fermi(m).mean() * np.pi - theta, -0.29, 0.29)
thermal = (fermi(mu_T) * np.cos(angles)).mean() * np.pi / np.sin(theta) - 1
fermi_scale = 2 * t_eV * np.sin(theta)
thermal_law = -np.pi**2 / 6 * (kT / fermi_scale)**2
assert abs(thermal / thermal_law - 1) < 0.2   # next order in kT

k_perp = (np.arange(400) + 0.5) * 2 * np.pi / 400


def local_angle(mu):
    return np.arccos(-(mu + 2 * t_perp_eV * np.cos(k_perp)) / (2 * t_eV))


mu_p = brentq(lambda m: local_angle(m).mean() - theta, -0.27, 0.27)
perp = np.sin(local_angle(mu_p)).mean() / np.sin(theta) - 1
perp_law = -(t_perp_eV / fermi_scale)**2
assert abs(perp / perp_law - 1) < 0.1         # next order in t_perp

# ---------- 7. damping and strong field -----------------------------------
edge_damped = np.sqrt(edge_eV**2 - damping_eV**2)
tau = hbar_eVs / damping_eV
sigma_dc = sc.epsilon_0 * omega_p**2 * tau / 100          # S/cm
free_path_nm = v_F * tau * 1e9
swing = field_MV_cm * 1e8 * a_m / edge_eV                 # e F a / (hbar w)
phase = np.arange(256) * 2 * np.pi / 256
harmonic = 2 * np.mean(np.sin(swing * np.sin(phase)) * np.sin(phase))
nonlinear = harmonic / swing - 1
assert abs(nonlinear / (-swing**2 / 8) - 1) < 0.01


# ---------- 8. on-site repulsion: exact diagonalization of small rings ----
def hubbard_weight(sites, per_spin, repulsion, twist=0.3):
    states = list(combinations(range(sites), per_spin))
    index = {s: n for n, s in enumerate(states)}
    occupancy = np.zeros((len(states), sites))
    for n, s in enumerate(states):
        occupancy[n, list(s)] = 1
    double = diags((occupancy @ occupancy.T).ravel())
    start = 1 + 0.1 * np.random.default_rng(1).random(len(states)**2)
    energies = []
    for flux in (0.0, twist):
        rows, cols, vals = [], [], []
        for n, s in enumerate(states):
            for j in s:
                i = (j + 1) % sites
                if i in s:
                    continue
                new = tuple(sorted([m for m in s if m != j] + [i]))
                sign = (-1)**(per_spin - 1) if i == 0 else 1
                rows.append(index[new])
                cols.append(n)
                vals.append(-sign * np.exp(1j * flux / sites))
        hop = csr_matrix((vals, (rows, cols)), shape=(len(states),) * 2)
        hop = hop + hop.conj().T
        one = identity(len(states))
        ham = (kron(hop, one) + kron(one, hop) + repulsion * double).tocsr()
        energies.append(eigsh(ham, k=1, which='SA', v0=start.astype(complex),
                              return_eigenvectors=False)[0])
    return np.pi * sites * 2 * (energies[1] - energies[0]) / twist**2


U_over_t = 4.0
d_free = hubbard_weight(10, 3, 0.0)
size_factor = (np.pi / 10) / np.sin(np.pi / 10)
assert abs(d_free / (weight_formula(theta) * size_factor) - 1) < 1e-3
ratio_U = hubbard_weight(10, 3, U_over_t) / d_free
assert 0 < ratio_U < 1
half_6 = hubbard_weight(6, 3, 8.0)
half_10 = hubbard_weight(10, 5, 8.0)
assert 0 < half_10 < 0.5 * half_6

# ---------- output --------------------------------------------------------
print("d = D hbar^2/(e^2 t a): electrons/site, ring, 4 sin(kF a)")
for row in ring_rows:
    print("  %.3f  %.5f  %.5f" % tuple(round(r, 6) + 0.0 for r in row))
print(f"open chain, 800 sites: d = {d_open8:.4f}")
print(f"formula at example filling: d = {weight_formula(theta):.4f}")
print(f"weight above 0.1 t, 400 sites: {100*tail4:.2f} %")
print(f"weight above 0.1 t, 800 sites: {100*tail8:.2f} %")
print(f"strong-field current, largest error/peak: {current_error/current_peak:.1e}")
print(f"t = {t_eV} eV, a = {a_nm} nm, A = {area_nm2} nm^2")
print(f"electrons per site = {filling}, eps_b = {eps_b}")
print(f"kF a = {theta:.4f} rad, sin(kF a) = {np.sin(theta):.4f}")
print(f"kF = {k_F*1e-9:.3f} 1/nm")
print(f"Fermi velocity = {v_F:.3e} m/s")
print(f"D per chain = {drude:.3e} cm^2/s^2")
print(f"D/A = {drude/area_cm2:.3e} 1/s^2")
print(f"plasma frequency = {omega_p:.3e} rad/s")
print(f"plasma energy = {plasma_eV:.3f} eV")
print(f"reflection edge = {edge_eV:.3f} eV = {edge_nm:.0f} nm")
print(f"band-bottom mass m*/m = {mass_ratio:.3f}")
print(f"Drude share of total weight, cosine band = {share_cos:.3f}")
print(f"sinusoidal crystal: recoil = {recoil_eV:.3f} eV")
print(f"  potential depth = {depth*recoil_eV:.2f} eV")
print(f"  Drude share = {share_part:.3f}, interband = {inter_part:.3f}")
print(f"  full band: Drude {abs(share_full):.3f}, interband {inter_full:.3f}")
print(f"  D change from non-cosine shape = {100*(share_part/share_cos-1):.1f} %")
print(f"T = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"  D change = {100*thermal:.2f} %, law {100*thermal_law:.2f} %")
print(f"interchain hopping = {t_perp_eV} eV")
print(f"  D change = {100*perp:.3f} %, law {100*perp_law:.3f} %")
print(f"damping hbar/tau = {damping_eV} eV, tau = {tau*1e15:.2f} fs")
print(f"  damped edge = {edge_damped:.3f} eV")
print(f"  dc conductivity = {sigma_dc:.0f} S/cm")
print(f"  mean free path = {free_path_nm:.2f} nm")
print(f"field = {field_MV_cm} MV/cm at edge: q a = {swing:.4f} rad")
print(f"  response change = {100*nonlinear:.4f} %")
print(f"Hubbard ring, 10 sites, 6 electrons, U = {U_over_t*t_eV:.2f} eV")
print(f"  D(U)/D(0) = {ratio_U:.3f}")
print(f"half-filled ring, U = 8t: d(6 sites) = {half_6:.4f}")
print(f"half-filled ring, U = 8t: d(10 sites) = {half_10:.4f}")
print("tests ok")
```

Printed output:

```
d = D hbar^2/(e^2 t a): electrons/site, ring, 4 sin(kF a)
  0.005  0.03142  0.03142
  0.405  2.37651  2.37648
  0.605  3.25447  3.25443
  1.005  3.99992  3.99988
  1.605  2.32568  2.32565
  1.995  0.03142  0.03142
  2.000  0.00000  0.00000
open chain, 800 sites: d = 3.2341
formula at example filling: d = 3.2361
weight above 0.1 t, 400 sites: 4.59 %
weight above 0.1 t, 800 sites: 2.30 %
strong-field current, largest error/peak: 3.9e-05
t = 0.15 eV, a = 0.38 nm, A = 0.6 nm^2
electrons per site = 0.6, eps_b = 2.5
kF a = 0.9425 rad, sin(kF a) = 0.8090
kF = 2.480 1/nm
Fermi velocity = 1.401e+05 m/s
D per chain = 6.131e+15 cm^2/s^2
D/A = 1.022e+30 1/s^2
plasma frequency = 2.022e+15 rad/s
plasma energy = 1.331 eV
reflection edge = 0.842 eV = 1473 nm
band-bottom mass m*/m = 1.759
Drude share of total weight, cosine band = 0.488
sinusoidal crystal: recoil = 2.604 eV
  potential depth = 14.38 eV
  Drude share = 0.439, interband = 0.561
  full band: Drude 0.000, interband 1.000
  D change from non-cosine shape = -10.1 %
T = 300 K, kT = 0.02585 eV
  D change = -2.04 %, law -1.87 %
interchain hopping = 0.01 eV
  D change = -0.170 %, law -0.170 %
damping hbar/tau = 0.1 eV, tau = 6.58 fs
  damped edge = 0.836 eV
  dc conductivity = 2382 S/cm
  mean free path = 0.92 nm
field = 1.0 MV/cm at edge: q a = 0.0452 rad
  response change = -0.0255 %
Hubbard ring, 10 sites, 6 electrons, U = 0.60 eV
  D(U)/D(0) = 0.888
half-filled ring, U = 8t: d(6 sites) = 0.3013
half-filled ring, U = 8t: d(10 sites) = 0.0214
tests ok
```
